Size consistency and size extensivity are two different properties

Take two hydrogen molecules so far apart that neither feels the other. Their total energy must be twice the energy of one. Now let the method be configuration interaction with single and double excitations (CISD), which mixes into a reference determinant those determinants that differ from it in at most two electrons. For one molecule this is everything, because there are only two electrons to excite. For two molecules something is missing. Each molecule may have both its electrons excited while the other rests, but the two molecules may not both be doubly excited at once, since that would move four electrons. The energy of the pair therefore comes out above twice the energy of one.

Yet the same method, applied to one H2 molecule pulled apart into two hydrogen atoms, gives the right limit. So does CISD treat separated systems correctly or not?

**The belief**

The question looks paradoxical if one believes that "size consistent" and "size extensive" name the same virtue, so that one dissociation curve settles both. Two definitions are needed.

Size consistency refers to a stated fragmentation. When a system AB is separated into A and B,

E(A + B, far apart) = E(A) + E(B),

where all three energies come from the same method.

Size extensivity refers to growth. For N equal units at fixed geometry, the energy becomes proportional to N when N is large, and so does the correlation energy, the part beyond Hartree–Fock, taken by itself. (Without the second condition, a method that loses all correlation energy per unit in a large sample would still pass.) If the units are closed-shell molecules that do not interact, the proportionality must hold for every N:

E(N) = N E(1).

The belief tempts because the conditions can coincide. If A and B are two distant H2 molecules, the first equation reads E(2) = 2 E(1), which is also the second equation for N = 2. But the first definition also covers cuts through a chemical bond, where the fragments are open-shell atoms and not copies of the unit one started from. There the two properties part company, in both directions.

**One molecule**

Let each atom carry one real 1s-like function, a on the left and b on the right. Symmetry fixes the two molecular orbitals: g, proportional to a + b, and u, proportional to a − b. The restricted Hartree–Fock (RHF) reference puts both electrons in g; call it g². Energies are in hartree, lengths in bohr, and the nuclei are fixed. Write

(pq|rs) = ∫∫ p(1) q(1) (1/r₁₂) r(2) s(2),

with J_gg = (gg|gg), J_uu = (uu|uu), J_gu = (gg|uu) and K = (gu|gu). Let h_g and h_u be the one-electron energies, kinetic plus nuclear attraction.

A single excitation from g to u changes the sign of the wave function under inversion, so it cannot mix with g². Only u² can. Its coupling to g² is K, and its energy above g² is

2D = 2h_u + J_uu − 2h_g − J_gg.

Write the state as g² + t u². With energies measured from the RHF energy, the Schrödinger equation in this space is

K t = e,
K + 2D t = e t.

Inserting t = e/K into the second line and multiplying by K gives K² + 2D e = e². The lower root is the correlation energy

e = D − √(D² + K²).

This is CISD and also full CI, the exact solution within the chosen basis.

Second-order Møller–Plesset theory (MP2) takes the sum of Fock operators as its starting Hamiltonian. Exciting two electrons then costs 2Δ, where Δ is the gap between orbital energies:

ε_g = h_g + J_gg,
ε_u = h_u + 2J_gu − K,
Δ = ε_u − ε_g.

The second-order energy is minus the squared coupling over the cost:

e2 = −K²/(2Δ).

In the STO-3G basis at a bond length of 1.4 bohr, K = 0.181258, D = 0.788645 and Δ = 1.248471. Hence

e2 = −0.032854/2.496942 = −0.01316,
e = 0.788645 − √(0.621961 + 0.032854) = −0.02056.

MP2 recovers about two thirds of the correlation energy available in this basis. Accuracy for one molecule is a separate matter from how the energy grows with N.

**Many molecules: MP2 adds up**

For a closed-shell system the restricted MP2 energy is

E2 = −Σ (ia|jb) [2(ia|jb) − (ib|ja)] / (ε_a + ε_b − ε_i − ε_j),

where the sum runs over occupied orbitals i, j and empty orbitals a, b (here a and b are labels, not the atomic functions). Place N molecules far apart. Their orbitals are degenerate, and rotating degenerate orbitals among themselves leaves E2 unchanged, so we may use orbitals that each sit on one molecule.

Consider the factor (ia|jb) in front. If i and a sit on different molecules, their product vanishes everywhere. The same holds for j and b. If i and a sit on one molecule while j and b sit on another, the integral is the repulsion between two distant charge distributions, which tends to zero. Only terms with all four orbitals on one molecule survive. The orbital energies do not change either, since a distant neutral molecule exerts no potential. Each molecule thus contributes −K(2K − K)/(2Δ), and

E2(N) = −N K²/(2Δ) = N e2.

The RHF energy adds up too, so restricted MP2 is extensive here. The argument also gives additivity for two different closed-shell fragments, provided that the reference for the whole is the product of the fragments' references.

**Many molecules: CISD does not**

For distant molecules the Hamiltonian is a sum of separate molecular Hamiltonians. It conserves the number of electrons on each molecule and the inversion symmetry of each. Starting from all molecules in g², it therefore cannot reach states with charge moved between molecules, nor states with one electron promoted from g to u on a molecule. Among the single and double excitations this leaves N determinants, in which one molecule is in u² and the rest are in g².

Each lies 2D above the reference and couples to it with strength K. Two of them do not couple to each other, because they differ in four electrons. Their normalized sum S, with coefficients 1/√N, couples to the reference with

N × K/√N = √N K,

while combinations orthogonal to S do not couple to it at all. The problem is the one already solved, with K replaced by √N K:

E_c(N) = D − √(D² + N K²).

Full CI would give N e. When N K² is much smaller than D², expanding the root gives

E_c(N) ≈ −N K²/(2D) + N² K⁴/(8D³).

The first term is proportional to N, and the second already spoils the proportionality. When N K² is much larger than D², E_c(N) ≈ −√N K, so the correlation energy per molecule behaves as −K/√N and vanishes for a large sample. The crossover lies near N = D²/K², which is about 19 here.

For two molecules,

E_c(2) = 0.788645 − √(0.621961 + 0.065709) = −0.04061,

whereas twice the single-molecule value is −0.04112. The discrepancy of 0.00051 hartree looks harmless, but the fraction lost grows. With 12 molecules CISD retains 88.9 % of the full CI correlation energy, and the formula gives 57.8 % for 100 and 24.3 % for 1000. These are STO-3G figures. The two-molecule discrepancy rises to 0.0011 hartree in cc-pVDZ and 0.0014 in cc-pVTZ, and the share retained for 12 molecules is 87.9 % in 6-31G. Over the same series up to 12 molecules, the computed MP2 value stays at −0.01316 hartree per molecule.

**The missing determinant**

For two molecules the cause can be isolated by restoring what CISD leaves out: the determinant Q with both molecules in u². It lies 4D above the reference. It couples to each of the two determinants that have one molecule in u² and the other in g² with strength K, and so to S with strength 2K/√2 = √2 K. Independent molecules suggest the product state

(g² + t u²)(g² + t u²) = reference + √2 t S + t² Q.

The three rows of the eigenvalue equation confirm it. Using K t = e and K + 2D t = e t from the single molecule:

Reference: √2 K · √2 t = 2K t = 2e.

S: √2 K + 2D · √2 t + √2 K t² = √2 (e t + e t) = 2e · √2 t.

Q: √2 K · √2 t + 4D t² = 2t (K + 2D t) = 2e t².

Each right-hand side is 2e times the coefficient of that component, so the energy is 2e. It is the lowest root, because the others replace one or both values of e by the upper root of the single-molecule problem. Adding Q changes −0.04061 into −0.04112 hartree, the full CI result. The defect of CISD is thus the absence of simultaneous, independent excitations. It does not show for one H2 molecule, which has no second pair to excite.

**Pulling one molecule apart**

Now let the bond length R of a single molecule grow until a and b no longer overlap. Then g = (a + b)/√2 and u = (a − b)/√2, and since the product ab vanishes,

g² = u² = (a² + b²)/2,  gu = (a² − b²)/2

as charge densities. Let U = (aa|aa) be the repulsion of two electrons in the same atomic function. Two distant spherical clouds repel with (aa|bb) = 1/R. Expanding the products gives

J_gg = J_uu = J_gu = (2U + 2/R)/4 = (U + 1/R)/2,
K = (2U − 2/R)/4 = (U − 1/R)/2.

An electron on one atom has the atomic energy E(H) and is attracted by the other nucleus, so h_g = h_u = E(H) − 1/R. Including the nuclear repulsion 1/R,

E_RHF = 2h_g + J_gg + 1/R = 2E(H) + U/2 − 1/(2R).

This is too high by (U − 1/R)/2, for a plain reason. Multiplied out, the reference (a + b)(a + b)/2 gives a probability of one half for finding both electrons on the same atom. In this basis such an ion pair costs U − 1/R more than two atoms, and half of that is the error.

CISD repairs it. The two determinants are now degenerate, D = 0, so e = −K = −(U − 1/R)/2. This cancels the RHF error, leaving 2E(H). The wave function becomes (g² − u²)/√2, in which the ionic parts cancel and each atom keeps one electron.

MP2 meets a different quantity, the orbital gap:

Δ = h_u − h_g + 2J_gu − K − J_gg
 = (U + 1/R)/2 − (U − 1/R)/2
 = 1/R.

The gap closes while the coupling K tends to U/2, and

e2 = −K²/(2Δ) = −R (U − 1/R)²/8.

The restricted MP2 energy falls without bound, roughly in proportion to R. A perturbation expansion needs the coupling to be small compared with the energy cost, and here their ratio K/(2Δ) grows with R.

In STO-3G, U = 0.774606. At R = 20 the RHF error is 0.387303 − 0.025 = 0.3623 hartree, and

e2 = −20 × (0.724606)²/8 = −1.3126 hartree.

Restricted MP2 therefore lies 0.950 hartree, or 25.9 eV, below two hydrogen atoms. CISD agrees with two atoms to the printed precision. At R = 4 the MP2 energy is still 0.070 hartree above 2E(H), and at R = 10 it is 0.231 below. The curve crosses the correct limit on its way down, so agreement at one chosen distance would prove nothing.

The failure does not come from the small basis. In cc-pVDZ the restricted MP2 energy lies 0.028, 0.371 and 1.098 hartree below two atoms at R = 10, 20 and 40, while CISD stays within about 0.000001 hartree of them. The sizes are not converged with respect to the basis: aug-cc-pVTZ gives 0.007, 0.315 and 0.960 hartree for MP2, and in aug-cc-pVDZ the exact-in-basis energy at R = 10 lies 0.000007 hartree below two atoms, a remainder that falls off roughly as 1/R⁶. The closing of the gap as 1/R and the continued fall of MP2 are the same in all these bases.

**An error can be extensive**

The two findings about MP2 do not conflict. At a bond length of 4 bohr, restricted MP2 gives −0.86271 hartree for one H2 molecule, 0.081 above full CI. For two such molecules far from each other it gives −1.72542, which is twice as much. The energy scales correctly with the number of molecules, and so does its error. Extensivity says how the energy grows when units are added. It does not say that the energy of one unit is right, nor that a unit may be cut in two.

What fails in the cut is second-order perturbation theory built on the restricted reference; CISD starts from the same reference and still reaches two atoms. MP2 can be rescued by changing the reference. Suppose instead that one electron of spin up is placed in a and one of spin down in b. At large R the energy of this unrestricted determinant is

2(E(H) − 1/R) + 1/R + 1/R = 2E(H),

where the last two terms are the repulsion between the electrons and between the nuclei. The only double excitation exchanges the places of the two electrons; its coupling is (ab|ab), which vanishes with the overlap. MP2 then adds nothing, as it should for two one-electron atoms. The computed value at 20 bohr is −0.93316 hartree, equal to 2E(H).

The price is a reference without definite spin: it is half singlet and half triplet. Since S² is 0 for a singlet and 2 for a triplet, its mean is 1 instead of 0.

**When the units interact**

Extensivity is not confined to infinite separation. Put H2 molecules (bond length 1.4 bohr, STO-3G basis) upright on a ring, with neighbours 5 bohr apart. Going from 8 to 12 molecules changes the MP2 correlation energy per molecule by 0.005 %, while that of CISD shrinks by 3.8 %. In the 6-31G basis the figures are 0.006 % and 4.0 %. At this spacing the interaction is weak: the MP2 value per molecule differs from that of an isolated molecule by about 1 %, and the CISD loss is nearly the 3.75 % found for distant molecules. These rings illustrate the behaviour for weakly interacting molecules only; the derivations above cover distant ones. The numerical check compares those derivations with complete RHF, MP2 and CISD calculations, and with full CI for up to three molecules.

A dissociation curve therefore answers the question put to it and no other. Stretching H2 tests whether reference and method together can describe two separate atoms, and CISD passes because one pair is all it has to treat. Adding a second, distant H2 tests whether independent pairs can be excited independently, and there CISD fails while restricted MP2 passes. To judge a method for a reaction that breaks bonds in a large system, one needs both tests.

Computed results

```
STO-3G: E(H) = -0.466582, 2E(H) = -0.933164, U = 0.774606 hartree
H2 at 1.4 bohr: E(RHF) = -1.116714 hartree
gap = 1.248471, D = 0.788645, K = 0.181258 hartree
one H2 correlation: MP2 -0.013158, CISD -0.020562 hartree
distant H2: N, MP2/N, CISD/N (hartree), CISD share of exact-in-basis (%)
    1  -0.013158  -0.020562  100.00
    2  -0.013158  -0.020307  98.76
    3  -0.013158  -0.020064  97.58
    4  -0.013158  -0.019832  96.45
    8  -0.013158  -0.018999  92.40
   12  -0.013158  -0.018286  88.93
  formula N=100: CISD/N -0.011881 hartree, share 57.78 %
  formula N=1000: CISD/N -0.004997 hartree, share 24.30 %
two H2: CISD -0.040614, with quadruple -0.041123, full CI -0.041123 hartree
two H2: CISD consistency error 0.000510 hartree
bond 4 bohr: MP2 one H2 -0.862710, two H2 -1.725419 hartree
bond 4 bohr: MP2 minus full CI, one H2: 0.081069 hartree
STO-3G: R (bohr), gap, then E - 2E(H) for RHF, MP2, CISD (hartree)
   1.4  1.248471  -0.183551  -0.196708  -0.204112
   4.0  0.345837  0.172081  0.070454  -0.010615
  10.0  0.100110  0.337193  -0.231049  -0.000000
  20.0  0.050000  0.362303  -0.950331  0.000000
  40.0  0.025000  0.374803  -2.434742  0.000000
MP2 error at 20 bohr: -0.950331 hartree = -25.860 eV
unrestricted MP2 at 20 bohr: -0.933164 hartree, reference <S^2> = 1.000
cc-pVDZ: 2E(H) = -0.998557 hartree
cc-pVDZ: R (bohr), E - 2E(H) for RHF, MP2, CISD (hartree)
  10.0  0.240157  -0.027720  -0.000001
  20.0  0.266181  -0.370841  -0.000000
  40.0  0.278682  -1.098414  -0.000000
cc-pVDZ at 1.4 bohr: correlation CISD -0.034689, full CI -0.034689 hartree
rings, spacing 5.0 bohr: N, MP2/N, CISD/N (hartree)
    4  -0.013294  -0.019992
    8  -0.013292  -0.019146
   12  -0.013292  -0.018423
ring 8 to 12: MP2/N changes 0.005 %, CISD/N loses 3.78 %
```
